**Scharfetter-Gummel simulation of vacancy-driven imprint**

The program evolves the oxygen-vacancy density c in a ferroelectric film with blocking electrodes, coupled to the potential φ and a prescribed switching polarization P. It asserts that backward Euler with Scharfetter-Gummel fluxes keeps c positive and conserves the vacancy number, while a centred flux goes negative on a coarse grid. It also asserts neutrality of film plus electrodes and a uniform ionic plus displacement charge transfer, within numerical tolerances. The flux formula is compared with quadrature, and the first voltage pulse with a separate method-of-lines calculation. Further assertions cover time and space refinement, the enthalpy derivative, the weight formula for the bias voltage V_b, mirror symmetry under equal pulses, and Boltzmann equilibrium during a hold. In the sixteenth cycle the mean V_b is −0.09 mV for equal dwell and −22.5 mV for 70:30 dwell, where the loop centre lies at −V_b. Holding the positive polarization state at short circuit for 120 s gives V_b = +20.3 mV, which favours the held state.

## Check in Python

```python
"""Oxygen-vacancy drift and diffusion in a ferroelectric film under bipolar pulses.
Result under test: Scharfetter-Gummel fluxes with backward Euler keep the vacancy
density c positive and conserve its integral; with Poisson's equation solved, the
ionic plus displacement current is uniform and film plus electrodes are neutral.
x: position, phi: potential, P: polarization, q = z e: vacancy charge, D: diffusivity,
V_b: voltage-equivalent bias that vacancies exert on the switchable polarization.
Left electrode is at V, right electrode at zero; both block vacancies. SI units."""
import numpy as np
from types import SimpleNamespace
from scipy.constants import e, k, epsilon_0
from scipy.integrate import quad, solve_ivp
from scipy.linalg.lapack import dgtsv

L, d_layer, T, z = 100e-9, 5e-9, 400.0, 2
eps_r, cbar, D, Ps, V0 = 200.0, 5e23, 1e-16, 0.02, 1.0
eps, VT, q = eps_r * epsilon_0, k * T / e, z * e
rng = np.random.default_rng(4)


def make_grid(n):
    x = np.linspace(0, L, n + 1)
    h = L / n
    v = np.full(n + 1, h)
    v[[0, -1]] = h / 2
    mid = (x[1:] + x[:-1]) / 2
    w = ((mid > d_layer) & (mid < L - d_layer)).astype(float)
    return SimpleNamespace(n=n, x=x, h=h, v=v, w=w)


def bernoulli(y):
    small = np.abs(y) < 1e-6
    safe = np.where(small, 1.0, y)
    return np.where(small, 1 - y / 2, safe / np.expm1(safe))


def tridiagonal(lower, diagonal, upper, rhs):
    out = dgtsv(lower, diagonal, upper, rhs)
    assert out[-1] == 0
    return np.asarray(out[3]).ravel()


def displacement(g, phi, P):
    return -eps * np.diff(phi) / g.h + P


def poisson_residual(g, phi, c, P):
    return np.diff(displacement(g, phi, P)) - q * (c[1:-1] - cbar) * g.h


def potential_correction(conductance, residual):
    off = -conductance[1:-1]
    return tridiagonal(off, conductance[:-1] + conductance[1:], off, -residual)


def poisson(g, c, V, P):
    phi = V * (1 - g.x / L)
    F = poisson_residual(g, phi, c, P)
    phi[1:-1] += potential_correction(np.full(g.n, eps / g.h), F)
    return phi


def continuity(g, phi, c_old, dt):
    delta = z * np.diff(phi) / VT
    right = dt * D / g.h * bernoulli(delta)
    left = dt * D / g.h * bernoulli(-delta)
    diagonal = g.v.copy()
    diagonal[:-1] += right
    diagonal[1:] += left
    return tridiagonal(-right, diagonal, -left, g.v * c_old)


def sg_flux(g, phi, c):
    delta = z * np.diff(phi) / VT
    return D / g.h * (bernoulli(delta) * c[:-1] - bernoulli(-delta) * c[1:])


def coupled_step(g, c_old, V, P, dt):
    phi = poisson(g, c_old, V, P)
    for iteration in range(1, 1001):
        c = continuity(g, phi, c_old, dt)
        assert c.min() > 0
        sigma = q * z * D / VT * (c[1:] + c[:-1]) / 2
        F = poisson_residual(g, phi, c, P)
        change = potential_correction((eps + dt * sigma) / g.h, F)
        if np.max(np.abs(change)) < 1e-11:
            return c, phi, iteration
        phi[1:-1] += change
    raise AssertionError("potential iteration did not converge")


def bias(g, c):
    field = -np.diff(poisson(g, c, 0.0, np.zeros(g.n))) / g.h
    return L * np.sum(g.w * field) / np.sum(g.w)


def bias_weight(x):
    core = d_layer * (L - 2 * x) / (L - 2 * d_layer)
    return np.where(x < d_layer, x, np.where(x > L - d_layer, x - L, core))


def mean_position(g, c):
    return np.sum(g.v * c * g.x) / np.sum(g.v * c)


def electrode_charges(g, c, disp):
    left = disp[0] - q * (c[0] - cbar) * g.h / 2
    right = -disp[-1] - q * (c[-1] - cbar) * g.h / 2
    return left, right


def cycle(g, plus_steps, minus_steps, cycles, dt, polarization):
    c = np.full(g.n + 1, cbar)
    P, V = np.zeros(g.n), 0.0
    disp = np.zeros(g.n)
    charge = 0.0
    r = SimpleNamespace(mass=0.0, neutral=0.0, spread=0.0, ramo=0.0, iterations=0,
                        cmin=cbar, cmax=cbar, Vb=[], X=[], plus=None, minus=None)
    signs = [1] * plus_steps + [-1] * minus_steps
    for _ in range(cycles):
        for j, s in enumerate(signs):
            V_new, P_new = s * V0, s * polarization * g.w
            c, phi, its = coupled_step(g, c, V_new, P_new, dt)
            disp_new = displacement(g, phi, P_new)
            ionic = q * dt * sg_flux(g, phi, c)
            transfer = disp_new - disp + ionic
            left, right = electrode_charges(g, c, disp_new)
            film = q * np.sum(g.v * (c - cbar))
            induced = eps * (V_new - V) / L + np.mean(P_new - P + ionic)
            r.mass = max(r.mass, abs(np.sum(g.v * c) / (cbar * L) - 1))
            r.neutral = max(r.neutral, abs(left + right + film))
            r.spread = max(r.spread, np.ptp(transfer))
            r.ramo = max(r.ramo, abs(left - charge - induced))
            r.iterations = max(r.iterations, its)
            r.cmin, r.cmax = min(r.cmin, c.min()), max(r.cmax, c.max())
            r.Vb.append(bias(g, c))
            r.X.append(mean_position(g, c))
            V, P, disp, charge = V_new, P_new, disp_new, left
            if j == plus_steps - 1:
                r.plus = c.copy()
        r.minus = c.copy()
    r.Vb = np.array(r.Vb).reshape(cycles, -1)
    r.X = np.array(r.X).reshape(cycles, -1)
    return r


def first_pulse(g, dt, duration=0.5):
    c = np.full(g.n + 1, cbar)
    for _ in range(round(duration / dt)):
        c, phi, _ = coupled_step(g, c, V0, Ps * g.w, dt)
    return c


# Cell flux from the integrating factor, evaluated by quadrature.
cell = SimpleNamespace(h=1e-9)
for drop in (-5.0, -0.3, 0.8, 6.0):
    ends = np.array([2.0, 0.7]) * cbar
    integral = cell.h * quad(lambda u: np.exp(drop * u), 0, 1)[0]
    exact = D * (ends[0] - ends[1] * np.exp(drop)) / integral
    formula = sg_flux(cell, np.array([0, drop * VT / z]), ends)[0]
    assert abs(formula / exact - 1) < 1e-10

# Positivity and conservation for unit sources in a rough potential, at several steps.
small = make_grid(40)
rough = np.r_[0, np.cumsum(rng.uniform(-6, 6, small.n))] * VT / z
for dt_test in (1e-3, 1.0, 1e3):
    for j in range(small.n + 1):
        source = np.zeros(small.n + 1)
        source[j] = 1.0
        answer = continuity(small, rough, source, dt_test)
        assert answer.min() >= 0
        assert abs(np.sum(small.v * answer) / small.v[j] - 1) < 1e-8

# Centred flux on a coarse grid, where the potential drop per cell is large.
coarse = make_grid(20)
linear = V0 * (1 - coarse.x / L)
dt_long = 100.0
drop = z * np.diff(linear) / VT
matrix = np.diag(coarse.v)
for i, y in enumerate(drop):
    a, b = dt_long * D / coarse.h * np.array([1 - y / 2, 1 + y / 2])
    matrix[i, i] += a
    matrix[i, i + 1] -= b
    matrix[i + 1, i] -= a
    matrix[i + 1, i + 1] += b
uniform = np.full(coarse.n + 1, cbar)
centred = np.linalg.solve(matrix, coarse.v * uniform)
upwinded = continuity(coarse, linear, uniform, dt_long)
assert abs(drop[0]) > 2 and centred.min() < 0 < upwinded.min()

# Enthalpy derivative and reciprocal weight, on random vacancy charge.
grid = make_grid(400)
c_random = cbar * rng.uniform(0, 2, grid.n + 1)


def enthalpy(s, V=0.6):
    P = s * Ps * grid.w
    phi = poisson(grid, c_random, V, P)
    Q = electrode_charges(grid, c_random, displacement(grid, phi, P))[0]
    field = -np.diff(phi) / grid.h
    return grid.h * np.sum(eps * field**2 / 2) - V * Q, field


slope = (enthalpy(0.4)[0] - enthalpy(0.2)[0]) / 0.2
force = grid.h * Ps * np.sum(grid.w * enthalpy(0.3)[1])
assert abs(slope + force) < 1e-8 * abs(force)
weighted = np.sum(grid.v * q * (c_random - cbar) * bias_weight(grid.x)) / eps
assert abs(bias(grid, c_random) - weighted) < 1e-9
no_layers = SimpleNamespace(**{**vars(grid), "w": np.ones(grid.n)})
assert abs(bias(no_layers, c_random)) < 1e-10

# Time refinement and an independent method-of-lines solution of the first pulse.
times = (0.025, 0.0125, 0.00625)
profiles = [first_pulse(grid, dt) for dt in times]
X = [mean_position(grid, c) for c in profiles]
B = [bias(grid, c) for c in profiles]
time_ratio = (X[1] - X[0]) / (X[2] - X[1])
X_sg, B_sg = 2 * X[2] - X[1], 2 * B[2] - B[1]
assert 1.6 < time_ratio < 2.5

n_ref = 400
h_ref = L / n_ref
centres = (np.arange(n_ref) + 0.5) * h_ref
edge = round(d_layer / h_ref)
P_ref = np.zeros(n_ref + 1)
P_ref[edge:n_ref - edge + 1] = Ps
P_ref[[edge, n_ref - edge]] = Ps / 2


def reference_rate(t, u):
    gauss = np.r_[0, np.cumsum(q * cbar * (u - 1) * h_ref)]
    area = h_ref * (np.sum(gauss) - (gauss[0] + gauss[-1]) / 2)
    start = (eps * V0 + Ps * (L - 2 * d_layer) - area) / L
    field = (start + gauss - P_ref) / eps
    flux = np.zeros(n_ref + 1)
    flux[1:-1] = (-D * np.diff(u) / h_ref
                  + z * D / VT * field[1:-1] * (u[1:] + u[:-1]) / 2)
    return -np.diff(flux) / h_ref


reference = solve_ivp(reference_rate, (0, 0.5), np.ones(n_ref), method="BDF",
                      rtol=1e-6, atol=1e-8)
assert reference.success
u_ref = reference.y[:, -1]
X_ref = np.sum(u_ref * centres) / np.sum(u_ref)
B_ref = h_ref * np.sum(q * cbar * (u_ref - 1) * bias_weight(centres)) / eps
assert abs(X_sg - X_ref) < 0.01 * abs(X_ref - L / 2)
assert abs(B_sg - B_ref) < 2e-4

# Space refinement of the entire density profile.
g200, g800 = make_grid(200), make_grid(800)
c200, c800 = first_pulse(g200, 0.025), first_pulse(g800, 0.025)
coarse_error = np.sum(g200.v * np.abs(c200 - profiles[0][::2]))
fine_error = np.sum(grid.v * np.abs(profiles[0] - c800[::2]))
space_ratio = coarse_error / fine_error
assert 3 < space_ratio < 5

# Bipolar cycling: equal dwell, unequal dwell, and unequal dwell without polarization.
dt, cycles = 0.025, 16
equal = cycle(grid, 20, 20, cycles, dt, Ps)
unequal = cycle(grid, 28, 12, cycles, dt, Ps)
drive_only = cycle(grid, 28, 12, cycles, dt, 0.0)
for run in (equal, unequal, drive_only):
    assert run.cmin > 0 and run.mass < 1e-10
    assert max(run.neutral, run.spread, run.ramo) < 1e-7
mirror = np.sum(grid.v * np.abs(equal.plus - equal.minus[::-1])) / (cbar * L)
assert mirror < 0.01
assert abs(equal.Vb[-1].mean()) < 0.05 * np.ptp(equal.Vb[-1])
assert abs(unequal.Vb[-1].mean()) > 5 * abs(equal.Vb[-1].mean())

# Retention at short circuit with fixed polarization, followed to equilibrium.
held = np.full(grid.n + 1, cbar)
hold_bias = []
for _ in range(60):
    held, phi_held, _ = coupled_step(grid, held, 0.0, Ps * grid.w, 2.0)
    hold_bias.append(bias(grid, held))
boltzmann = held * np.exp(z * phi_held / VT)
boltzmann_error = np.ptp(boltzmann) / np.mean(boltzmann)
assert boltzmann_error < 1e-6 and hold_bias[-1] > 0

print(f"film thickness {L*1e9:.0f} nm, passive layer {d_layer*1e9:.0f} nm")
print(f"relative permittivity {eps_r:.0f}, temperature {T:.0f} K")
print(f"mean density {cbar:.1e} m^-3, diffusivity {D:.1e} m^2/s")
print(f"polarization {Ps:.3f} C/m^2, pulse amplitude {V0:.1f} V")
print(f"thermal voltage {VT*1e3:.3f} mV")
debye = np.sqrt(eps * VT / (z * q * cbar))
print(f"Debye length {debye*1e9:.2f} nm, relaxation time {debye**2/D:.3f} s")
print(f"grid spacing {grid.h*1e9:.3f} nm, time step {dt:.3f} s, cycles {cycles}")
print(f"coarse test: spacing {coarse.h*1e9:.1f} nm, |delta| {abs(drop[0]):.3f}")
print(f"coarse test: time step {dt_long:.0f} s")
print(f"coarse centred minimum c/cbar {centred.min()/cbar:.4f}")
print(f"coarse SG minimum c/cbar {upwinded.min()/cbar:.3e}")
print(f"first pulse 0.5 s: SG mean position {X_sg*1e9:.4f} nm")
print(f"first pulse: reference mean position {X_ref*1e9:.4f} nm")
print(f"first pulse: SG bias {B_sg*1e3:.4f} mV, reference {B_ref*1e3:.4f} mV")
print(f"refinement ratios: time {time_ratio:.3f}, space {space_ratio:.3f}")
for name, run in (("equal", equal), ("70:30", unequal), ("70:30, P=0", drive_only)):
    print(f"{name}: mean bias in cycles 1, 4, 16:",
          ", ".join(f"{run.Vb[i].mean()*1e3:.4f}" for i in (0, 3, 15)), "mV")
    print(f"{name}: last cycle bias range {run.Vb[-1].min()*1e3:.3f} to "
          f"{run.Vb[-1].max()*1e3:.3f} mV")
    print(f"{name}: last cycle mean position {run.X[-1].mean()*1e9:.3f} nm")
    print(f"{name}: c/cbar min {run.cmin/cbar:.3e}, max {run.cmax/cbar:.2f}")
    print(f"{name}: relative number error {run.mass:.1e}")
    print(f"{name}: neutrality error {run.neutral:.1e} C/m^2")
    print(f"{name}: current-transfer spread {run.spread:.1e} C/m^2")
    print(f"{name}: induced-charge error {run.ramo:.1e} C/m^2")
    print(f"{name}: most potential iterations {run.iterations}")
print(f"equal-dwell mirror error {mirror:.2e}")
print(f"70:30 final loop-centre shift {-unequal.Vb[-1].mean()*1e3:.4f} mV")
print(f"hold bias at 2, 10, 120 s: {hold_bias[0]*1e3:.3f}, "
      f"{hold_bias[4]*1e3:.3f}, {hold_bias[-1]*1e3:.3f} mV")
print(f"hold Boltzmann error {boltzmann_error:.1e}")
print("all assertions hold")
```

Output:

```
film thickness 100 nm, passive layer 5 nm
relative permittivity 200, temperature 400 K
mean density 5.0e+23 m^-3, diffusivity 1.0e-16 m^2/s
polarization 0.020 C/m^2, pulse amplitude 1.0 V
thermal voltage 34.469 mV
Debye length 13.80 nm, relaxation time 1.905 s
grid spacing 0.250 nm, time step 0.025 s, cycles 16
coarse test: spacing 5.0 nm, |delta| 2.901
coarse test: time step 100 s
coarse centred minimum c/cbar -10.5445
coarse SG minimum c/cbar 4.807e-04
first pulse 0.5 s: SG mean position 71.7624 nm
first pulse: reference mean position 71.7592 nm
first pulse: SG bias -9.0491 mV, reference -9.0854 mV
refinement ratios: time 1.995, space 3.932
equal: mean bias in cycles 1, 4, 16: -6.1063, -2.9325, -0.0868 mV
equal: last cycle bias range -8.183 to 7.983 mV
equal: last cycle mean position 50.109 nm
equal: c/cbar min 1.671e-05, max 35.91
equal: relative number error 1.6e-12
equal: neutrality error 8.6e-11 C/m^2
equal: current-transfer spread 9.1e-11 C/m^2
equal: induced-charge error 7.7e-11 C/m^2
equal: most potential iterations 13
70:30: mean bias in cycles 1, 4, 16: -9.4136, -21.1366, -22.4776 mV
70:30: last cycle bias range -34.838 to -13.754 mV
70:30: last cycle mean position 86.943 nm
70:30: c/cbar min 1.738e-10, max 89.64
70:30: relative number error 1.4e-12
70:30: neutrality error 1.3e-10 C/m^2
70:30: current-transfer spread 1.4e-10 C/m^2
70:30: induced-charge error 3.0e-12 C/m^2
70:30: most potential iterations 18
70:30, P=0: mean bias in cycles 1, 4, 16: -11.4415, -23.3112, -24.3264 mV
70:30, P=0: last cycle bias range -32.572 to -18.922 mV
70:30, P=0: last cycle mean position 87.752 nm
70:30, P=0: c/cbar min 2.104e-09, max 49.04
70:30, P=0: relative number error 1.5e-12
70:30, P=0: neutrality error 1.1e-10 C/m^2
70:30, P=0: current-transfer spread 1.2e-10 C/m^2
70:30, P=0: induced-charge error 1.7e-13 C/m^2
70:30, P=0: most potential iterations 14
equal-dwell mirror error 6.30e-03
70:30 final loop-centre shift 22.4776 mV
hold bias at 2, 10, 120 s: 7.852, 17.354, 20.304 mV
hold Boltzmann error 9.1e-10
all assertions hold
```
